# Alloy scattering of four-band holes: spinor overlap and its consequences: a numerical check

```python
"""Alloy scattering of four-band (J=3/2) holes by a scalar short-range potential.

Result under test: the spinor factor for scattering from band s at k to band s'
at k' (s=+1 heavy, s=-1 light; final doublet summed) is
    G = (1 + s s' dhat(k).dhat(k'))/2,
which for gamma2=gamma3 is (1+3cos^2)/4 within a band and (3/4)sin^2 between bands.
The total rate is pi*C*(rho_h+rho_l) in both bands, C = x(1-x) U^2 Omega0,
rho_s = density of states per doublet member and volume, and it is also the
relaxation rate of the current. Hartree atomic units; hole energies positive.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import expm

# ---------- model parameters ----------
g1, g2, g3_warped = 6.0, 2.0, 2.5
x, U, omega0 = 0.3, 0.02, 150.0
E0 = 0.001
kT = 0.001
mass = np.array([1 / (g1 - 2 * g2), 1 / (g1 + 2 * g2)])   # heavy, light
C = x * (1 - x) * U**2 * omega0

# ---------- spin-3/2 matrices and Luttinger Hamiltonian ----------
m = np.array([1.5, 0.5, -0.5, -1.5])
Jz = np.diag(m).astype(complex)
Jplus = np.diag(np.sqrt(3.75 - m[1:] * (m[1:] + 1)), 1).astype(complex)
Jx = (Jplus + Jplus.conj().T) / 2
Jy = (Jplus - Jplus.conj().T) / 2j
J = [Jx, Jy, Jz]
one = np.eye(4)


def luttinger(k, gam2, gam3):
    k = np.asarray(k, float)
    k2 = np.sum(k**2, axis=-1)[..., None, None]
    H = (g1 + 2.5 * gam2) * k2 / 2 * one + 0j
    for a in range(3):
        H = H - gam2 * k[..., a, None, None]**2 * (J[a] @ J[a])
        b = (a + 1) % 3
        kk = (k[..., a] * k[..., b])[..., None, None]
        H = H - gam3 * kk * (J[a] @ J[b] + J[b] @ J[a])
    return H


def dhat(k, gam2, gam3):
    kx, ky, kz = np.asarray(k, float).T
    r3 = np.sqrt(3)
    d = np.array([gam2 * r3 / 2 * (kx**2 - ky**2),
                  gam2 * (2 * kz**2 - kx**2 - ky**2) / 2,
                  gam3 * r3 * ky * kz, gam3 * r3 * kz * kx,
                  gam3 * r3 * kx * ky]).T
    return d / np.linalg.norm(d, axis=-1, keepdims=True)


def overlap_table(Va, Vb):
    """Result [i,j,band_i,band_j]: initial doublet averaged, final summed."""
    amp = np.einsum('iap,jaq->ijpq', Va.conj(), Vb)
    p = (np.abs(amp)**2).reshape(len(Va), len(Vb), 2, 2, 2, 2)
    return p.mean(axis=3).sum(axis=4)


def sphere(n_polar, n_azimuth):
    c, w = np.polynomial.legendre.leggauss(n_polar)
    phi = 2 * np.pi * (np.arange(n_azimuth) + 0.3) / n_azimuth
    cc, pp = np.meshgrid(c, phi, indexing='ij')
    s = np.sqrt(1 - cc**2)
    n = np.stack([s * np.cos(pp), s * np.sin(pp), cc], -1).reshape(-1, 3)
    return n, np.repeat(w / 2, n_azimuth) / n_azimuth


def dos(E):
    return mass**1.5 * np.sqrt(2 * E) / (2 * np.pi**2)


# ---------- test: cubic site symmetry leaves only the unit matrix ----------
R4 = expm(-1j * np.pi / 2 * Jz)
R3 = expm(-2j * np.pi / 3 * (Jx + Jy + Jz) / np.sqrt(3))
commute = np.vstack([np.kron(one, R) - np.kron(R.T, one) for R in (R4, R3)])
commutant_dim = 16 - np.linalg.matrix_rank(commute, tol=1e-9)
assert commutant_dim == 1

# ---------- test: disorder average by enumerating every occupation ----------
n_sites, q = 10, 2 * np.pi * 3 / 10
phase = np.exp(1j * q * np.arange(n_sites))
volume = n_sites * omega0
mean_square = 0.0
for occ in itertools.product((0, 1), repeat=n_sites):
    occ = np.array(occ)
    prob = x**occ.sum() * (1 - x)**(n_sites - occ.sum())
    mean_square += prob * abs(U * omega0 / volume * (occ @ phase))**2
assert abs(mean_square * volume / C - 1) < 1e-10

# ---------- test: projector identity, doublet by doublet ----------
rng = np.random.default_rng(4)
for gam3 in (g2, g3_warped):
    ka, kb = rng.normal(size=(2, 30, 3))
    Va = np.linalg.eigh(luttinger(ka, g2, gam3))[1]
    Vb = np.linalg.eigh(luttinger(kb, g2, gam3))[1]
    dd = np.sum(dhat(ka, g2, gam3) * dhat(kb, g2, gam3), axis=1)
    cosine = np.sum(ka * kb, 1) / np.linalg.norm(ka, axis=1)
    cosine = cosine / np.linalg.norm(kb, axis=1)
    for a, b in itertools.product((0, 1), repeat=2):
        A = Va[:, :, 2 * a:2 * a + 2]
        B = Vb[:, :, 2 * b:2 * b + 2]
        amp = np.einsum('nap,naq->npq', A.conj(), B)
        block = amp @ amp.conj().transpose(0, 2, 1)
        sign = 1 if a == b else -1
        G = (1 + sign * dd) / 2
        assert np.allclose(block, G[:, None, None] * np.eye(2), atol=1e-10)
        if gam3 == g2:
            law = (1 + 3 * cosine**2) / 4 if a == b else 0.75 * (1 - cosine**2)
            assert np.allclose(block[:, 0, 0].real, law, atol=1e-10)

# ---------- test: lifetime from the integrated 4x4 resolvent ----------
rho = dos(E0)
rate = np.pi * C * rho.sum()
k_shell = np.sqrt(2 * mass * E0)
dirs, wts = sphere(3, 6)
n_t, eta = 4000, 0.01 * E0
t = (np.arange(n_t) + 0.5) * np.pi / 2 / n_t
k_rad = k_shell[0] * np.tan(t)
measure = k_rad**2 * k_shell[0] / np.cos(t)**2 * (np.pi / 2 / n_t) / (2 * np.pi**2)
local_green = np.zeros((4, 4), complex)
for n, w in zip(dirs, wts):
    H = luttinger(k_rad[:, None] * n, g2, g2)
    green = np.linalg.inv((E0 + 1j * eta) * one - H)
    anti = (green - green.conj().transpose(0, 2, 1)) / 2j
    local_green += w * np.einsum('n,nab->ab', measure, anti)
rate_resolvent = -2 * C * local_green
# finite eta shifts the result by about (eta/E)^2/8
assert np.allclose(rate_resolvent / rate, one, atol=1e-4)

# ---------- discretized Boltzmann equation, spherical bands ----------
dirs, wts = sphere(6, 12)
vec = np.linalg.eigh(luttinger(dirs, g2, g2))[1]
nd = len(dirs)
Gfull = overlap_table(vec, vec).transpose(2, 0, 3, 1).reshape(2 * nd, 2 * nd)


def collision(E):
    """Collision matrix on (band, direction) and the state weights."""
    weight = np.outer(dos(E), wts).ravel()
    gain = 2 * np.pi * C * Gfull * weight
    return np.diag(gain.sum(axis=1)) - gain, weight


L, weight = collision(E0)
root = np.sqrt(weight)
sym = root[:, None] * L / root
spectrum = np.sort(np.linalg.eigvalsh((sym + sym.T) / 2)) / rate
assert abs(spectrum[0]) < 1e-9
assert np.allclose(spectrum[1:6], 0.8, atol=1e-9)
assert np.allclose(spectrum[6:], 1.0, atol=1e-9)
vz = (np.sqrt(2 * E0 / mass)[:, None] * dirs[:, 2]).ravel()
assert np.allclose(L @ vz, rate * vz, atol=1e-9 * rate * np.abs(vz).max())
quadrupole = np.outer([1, -1], 1.5 * dirs[:, 2]**2 - 0.5).ravel()
assert np.allclose(L @ quadrupole, 0.8 * rate * quadrupole, atol=1e-9 * rate)

# ---------- mobility: Boltzmann solution against the closed form ----------
tau_T = 1 / (np.pi * C * dos(kT).sum())
tau_mean = 4 / (3 * np.sqrt(np.pi)) * tau_T
mobility = tau_mean * np.sum(mass**0.5) / np.sum(mass**1.5)
nodes, lag = np.polynomial.laguerre.laggauss(5)
current = 0.0
for u, w in zip(nodes, lag):
    L, weight = collision(u * kT)
    vz = (np.sqrt(2 * u * kT / mass)[:, None] * dirs[:, 2]).ravel()
    response = np.linalg.lstsq(L, vz, rcond=1e-10)[0]
    current += w * np.sum(weight * vz * response)
density = quad(lambda u: dos(u * kT).sum() * np.exp(-u), 0, np.inf)[0]
assert abs(current / (density * kT) / mobility - 1) < 1e-6

# spinless treatments: bands kept separate, or unit overlap into both bands
tau_sep = 4 / (3 * np.sqrt(np.pi)) / (2 * np.pi * C * dos(kT))
mob_separate = np.sum(mass**0.5 * tau_sep) / np.sum(mass**1.5)
mob_unit = mobility * tau_T**-1 / (2 * np.pi * C * dos(kT).sum())

# ---------- warped bands: isotropic total rate, no current gain ----------
dirs_w, wts_w = sphere(32, 64)
ev, vec_w = np.linalg.eigh(luttinger(dirs_w, g2, g3_warped))
coef = ev[:, [0, 2]]                       # E = coef * k^2
rho_dir = np.sqrt(E0) * coef**-1.5 / (4 * np.pi**2)
rho_w = wts_w @ rho_dir
test_dirs = np.array([[0, 0, 1], [1, 1, 1], [0.3, -0.5, 0.9]], float)
vec_t = np.linalg.eigh(luttinger(test_dirs, g2, g3_warped))[1]
G_w = overlap_table(vec_t, vec_w)
partial = 2 * np.pi * C * np.einsum('j,jb,ijab->iab', wts_w, rho_dir, G_w)
assert np.allclose(partial / (np.pi * C * rho_w), 1, atol=1e-5)
rate_w = partial.sum(axis=2)
h = 1e-4
velocity = np.stack([
    (np.linalg.eigvalsh(luttinger(dirs_w + h * e, g2, g3_warped))
     - np.linalg.eigvalsh(luttinger(dirs_w - h * e, g2, g3_warped)))[:, [0, 2]]
    / (2 * h) for e in np.eye(3)], axis=-1)
velocity *= np.sqrt(E0 / coef)[:, :, None]
gain_v = np.einsum('j,jb,ijab,jbc->iac', wts_w, rho_dir, G_w, velocity)
scale_v = np.einsum('j,jb,jbc->', wts_w, rho_dir, np.abs(velocity))
assert np.max(np.abs(gain_v)) < 1e-8 * scale_v

pairs = np.array([[[1, 0, 0], [0, 1, 0]], [[1, 1, 0], [1, -1, 0]]], float)
G_pairs = []
for pair in pairs:
    V = np.linalg.eigh(luttinger(pair, g2, g3_warped))[1]
    G_pairs.append(overlap_table(V[:1], V[1:])[0, 0, 0, 0])

# ---------- printed numbers ----------
hartree_eV = sc.physical_constants['Hartree energy in eV'][0]
time_fs = sc.physical_constants['atomic unit of time'][0] * 1e15
a0 = sc.physical_constants['Bohr radius'][0]
mob_cm2 = sc.e * a0**2 / sc.hbar * 1e4
kelvin = kT * hartree_eV * sc.e / sc.k

print(f"gamma1, gamma2, warped gamma3: {g1:.1f}, {g2:.1f}, {g3_warped:.1f}")
print(f"heavy, light mass: {mass[0]:.3f}, {mass[1]:.3f} electron masses")
print(f"x = {x:.2f}, U = {U:.3f} hartree, Omega0 = {omega0:.0f} bohr^3")
print(f"E = {E0:.4f} hartree, kT = {kT:.4f} hartree ({kelvin:.1f} K)")
print(f"dimension of symmetry-allowed site matrices: {commutant_dim}")
print(f"disorder strength C = {C:.5f} hartree^2 bohr^3")
print(f"C from enumeration = {mean_square * volume:.5f} hartree^2 bohr^3")
print("angle (deg), G same band, G other band (from eigenvectors):")
for deg in (0, 30, 60, 90, 120, 180):
    th = np.radians(deg)
    kk = np.array([[0, 0, 1], [np.sin(th), 0, np.cos(th)]])
    V = np.linalg.eigh(luttinger(kk, g2, g2))[1]
    G = overlap_table(V[:1], V[1:])[0, 0]
    print(f"  {deg:4d}  {G[0, 0]:.4f}  {G[0, 1]:.4f}")
print(f"heavy, light k at E: {k_shell[0]:.5f}, {k_shell[1]:.5f} 1/bohr")
print(f"heavy k times Omega0^(1/3): {k_shell[0] * omega0**(1 / 3):.3f}")
print(f"rho_h = {rho[0]:.4e}, rho_l = {rho[1]:.4e} 1/(hartree bohr^3)")
print(f"total rate Gamma = {rate:.4e} atomic units")
print(f"Gamma from resolvent = {rate_resolvent[0, 0].real:.4e} atomic units")
print(f"lifetime = {1 / rate:.4e} atomic units = {time_fs / rate:.1f} fs")
print(f"Gamma/E = {rate / E0:.4f}")
print(f"energy where Gamma equals E: {rate**2 / E0:.3e} hartree")
print(f"fraction scattered into heavy band: {rho[0] / rho.sum():.4f}")
sep_rate = 2 * np.pi * C * rho
print(f"spinless separate-band rates: heavy {sep_rate[0]:.4e}, "
      f"light {sep_rate[1]:.4e} atomic units")
print(f"Gamma / separate-band rate: heavy {rate / sep_rate[0]:.4f}, "
      f"light {rate / sep_rate[1]:.4f}")
print(f"relaxation rates / Gamma: number {abs(spectrum[0]):.4f}, "
      f"quadrupole {spectrum[1]:.4f}, others {spectrum[6]:.4f}")
print(f"thermal mean time = {tau_mean:.4e} atomic units")
print(f"mobility = {mobility:.4e} atomic units = {mobility * mob_cm2:.1f} cm^2/(V s)")
print(f"mobility from Boltzmann solution = {current / (density * kT):.4e} atomic units")
print(f"spinless separate-band mobility / mobility: {mob_separate / mobility:.4f}")
print(f"unit overlap into both bands, mobility ratio: {mob_unit / mobility:.4f}")
print(f"warped heavy G at 90 deg, [100] to [010]: {G_pairs[0]:.4f}")
print(f"warped heavy G at 90 deg, [110] to [1-10]: {G_pairs[1]:.4f}")
print("warped heavy rate along [001], [111], [0.3,-0.5,0.9]: "
      + ", ".join(f"{r:.4e}" for r in rate_w[:, 0]) + " atomic units")
print("warped light rate, same directions: "
      + ", ".join(f"{r:.4e}" for r in rate_w[:, 1]) + " atomic units")
print("no test failed")
```

Running it gives:

```
gamma1, gamma2, warped gamma3: 6.0, 2.0, 2.5
heavy, light mass: 0.500, 0.100 electron masses
x = 0.30, U = 0.020 hartree, Omega0 = 150 bohr^3
E = 0.0010 hartree, kT = 0.0010 hartree (315.8 K)
dimension of symmetry-allowed site matrices: 1
disorder strength C = 0.01260 hartree^2 bohr^3
C from enumeration = 0.01260 hartree^2 bohr^3
angle (deg), G same band, G other band (from eigenvectors):
     0  1.0000  0.0000
    30  0.8125  0.1875
    60  0.4375  0.5625
    90  0.2500  0.7500
   120  0.4375  0.5625
   180  1.0000  0.0000
heavy, light k at E: 0.03162, 0.01414 1/bohr
heavy k times Omega0^(1/3): 0.168
rho_h = 8.0101e-04, rho_l = 7.1645e-05 1/(hartree bohr^3)
total rate Gamma = 3.4543e-05 atomic units
Gamma from resolvent = 3.4544e-05 atomic units
lifetime = 2.8949e+04 atomic units = 700.2 fs
Gamma/E = 0.0345
energy where Gamma equals E: 1.193e-06 hartree
fraction scattered into heavy band: 0.9179
spinless separate-band rates: heavy 6.3415e-05, light 5.6720e-06 atomic units
Gamma / separate-band rate: heavy 0.5447, light 6.0902
relaxation rates / Gamma: number 0.0000, quadrupole 0.8000, others 1.0000
thermal mean time = 2.1777e+04 atomic units
mobility = 5.7857e+04 atomic units = 2461.5 cm^2/(V s)
mobility from Boltzmann solution = 5.7857e+04 atomic units
spinless separate-band mobility / mobility: 2.2584
unit overlap into both bands, mobility ratio: 0.5000
warped heavy G at 90 deg, [100] to [010]: 0.2500
warped heavy G at 90 deg, [110] to [1-10]: 0.1758
warped heavy rate along [001], [111], [0.3,-0.5,0.9]: 6.1313e-05, 6.1313e-05, 6.1313e-05 atomic units
warped light rate, same directions: 6.1313e-05, 6.1313e-05, 6.1313e-05 atomic units
no test failed
```
